\section*{Vacancy conductivity of a disordered fluorite from Kirchhoff's equations}

\section{Vacancy conduction as a resistor network}

Replace 15\% of the cations of a model fluorite by dopants at random. Let an oxygen vacancy hop over a barrier of 0.6, 0.9 or 1.2 eV, according to whether 0, 1 or 2 dopants flank its path. At 1073 K the mean hop rate is 0.732 of the undoped value, but the vacancy diffusion coefficient is only 0.549 of its own undoped value. The activation energy hardly moves, from 0.600 to 0.617 eV. In one Arrhenius law with a fixed prefactor, that rise would reduce diffusion only to $e^{-0.0173/0.0925}=0.83$. Neither the mean rate nor the activation energy accounts for the whole loss. A network calculation does, because it includes the way slow paths redirect the current.

\subsection{Sites, bonds and rates}

The anion sites of a fluorite with lattice constant $a$ form a simple cubic net of spacing $d=a/2$. Each anion sits at the centre of a small cube with cations on four alternate corners, which form a tetrahedron. A hop leaves through a face of this cube and crosses the line joining the face's two cations. The six hops thus cross the six edges of the tetrahedron. If a fraction $x$ of the cations are dopants, the edge carries 0, 1 or 2 of them with probabilities $(1-x)^2$, $2x(1-x)$ and $x^2$. Two edges that meet at a corner of the tetrahedron share a cation, so their barriers are correlated; opposite edges share none.

We assume equal site energies, immobile dopants, one attempt frequency $\nu$, a weak field and, at first, independent vacancies. Detailed balance then makes the zero-field rate of bond $b$ the same in both directions:
\begin{equation}
w_b=\nu e^{-E_b/kT}.
\end{equation}
A vacancy has charge $q=2e$ relative to the perfect lattice. The field $F$ points along $+x$. Bond $b$ runs from site $i$ to site $j$ and has displacement $\Delta_b=x_j-x_i$ along the field, equal to $d$ or zero and taken across the cell boundary where needed.

\subsection{From the master equation to Ohm's law}

Let $f_b=qF\Delta_b/kT$. With the saddle midway, the forward and backward rates are $w_be^{f_b/2}$ and $w_be^{-f_b/2}$. In a periodic cell of $N$ sites, write the occupation probability of one vacancy as $p_i=(1+\delta_i)/N$, where $\delta_i$ is of first order in $F$. The net probability current is
\begin{align}
I_b&=\frac{w_b}{N}\left[(1+\delta_i)e^{f_b/2}-(1+\delta_j)e^{-f_b/2}\right]\nonumber\\
&=\frac{w_b}{N}\left(f_b+\delta_i-\delta_j\right)+O(F^2).
\end{align}
Define the site voltage, an electrochemical potential divided by charge, by
\begin{equation}
V_i=-Fx_i+\frac{kT}{q}\delta_i\equiv-F(x_i+u_i),\qquad u_i=-\frac{kT\,\delta_i}{qF}.
\end{equation}
Then $V_i-V_j=(kT/q)(f_b+\delta_i-\delta_j)$. If a fraction $\theta$ of the sites is vacant, there are $\theta N$ vacancies, and the charge current is
\begin{equation}
q\theta N I_b=G_b(V_i-V_j),\qquad G_b=\frac{q^2\theta w_b}{kT}.
\end{equation}
This is Ohm's law for a bond. In the steady state the currents leaving each site sum to zero, which is Kirchhoff's current law. Since $\delta_i$ is periodic, so is $u_i$, and $V$ falls by $FL$ across a cell of length $L$.

Set $g_b=\Delta_b+u_j-u_i$, so that the voltage drop is $Fg_b$. For any periodic $v$, collecting the terms site by site gives
\begin{equation}
\sum_b w_bg_b(v_j-v_i)=0,
\label{orth}
\end{equation}
because each $v_i$ multiplies minus the sum of currents leaving site $i$. The current density in volume $\Omega$ is $\Omega^{-1}\sum_bG_bFg_b\Delta_b$. Using (\ref{orth}) with $v=u$, we may replace $\Delta_b$ by $g_b$:
\begin{equation}
\sigma=\frac1\Omega\sum_bG_bg_b^2=\frac{q^2n_vD}{kT},\qquad
D=\frac1N\sum_bw_bg_b^2,
\label{main}
\end{equation}
with $n_v=\theta N/\Omega$. The first sum is the dissipated power divided by $\Omega F^2$. This gives the conductivity along $x$; the other axes need their own solutions.

The quantity $D$ is also the diffusion coefficient. Without a field, let $p_i=a_ie^{\mathrm i\kappa x_i}$ with periodic $a_i$. The decay rate of the slowest mode is the minimum of
\begin{equation}
\frac{\sum_bw_b|a_i-e^{\mathrm i\kappa\Delta_b}a_j|^2}{\sum_i|a_i|^2}.
\end{equation}
At small $\kappa$ put $a_i=1+\mathrm i\kappa u_i+O(\kappa^2)$. Each difference becomes $-\mathrm i\kappa(\Delta_b+u_j-u_i)$, so the minimum is $\kappa^2N^{-1}\min_u\sum_bw_b(\Delta_b+u_j-u_i)^2$. The next subsection shows that Kirchhoff's solution attains this minimum. The mode therefore decays at rate $D\kappa^2$, as diffusion requires. For a 64-site cell with 10 dopants among 32 cations at 1073 K, diagonalizing the hop matrix at $\kappa d=10^{-3}$ gives $D=0.243812$ in units of $w_0d^2$, where $w_0$ is the dopant-free hop rate. The network gives 0.243813.

\subsection{The linear system and its solution}

For site $i$, Kirchhoff's law reads
\begin{equation}
\sum_jw_{ij}(u_i-u_j)=\sum_jw_{ij}\Delta_{ij}=d\,(w_{i,+x}-w_{i,-x})\equiv b_i,
\end{equation}
or $\mathsf Lu=b$. Here $w_{i,\pm x}$ are the rates of the two bonds along the field. The matrix $\mathsf L$ is symmetric, and $v^{T}\mathsf Lv=\sum_bw_b(v_j-v_i)^2\ge0$. All rates are positive and the net is connected, so this form vanishes for constant $v$ and for no other. The entries $b_i$ sum to zero, since each bond along $x$ enters twice with opposite signs. A solution exists, and its free additive constant does not affect $g_b$.

Expanding the power gives
\begin{equation}
\sum_bw_b(\Delta_b+u_j-u_i)^2=u^T\mathsf Lu-2b^Tu+\sum_bw_b\Delta_b^2.
\end{equation}
Its gradient $2(\mathsf Lu-b)$ vanishes at Kirchhoff's solution, which is a minimum because $v^T\mathsf Lv\ge0$ for every $v$. Conjugate gradients approach this minimum step by step. With $\mathsf M$ the diagonal of $\mathsf L$, start from $u=0$, $r=b$, $z=\mathsf M^{-1}r$, $s=z$, and repeat
\begin{align}
\alpha&=\frac{r^Tz}{s^T\mathsf Ls}, & u&\leftarrow u+\alpha s, & r'&=r-\alpha\mathsf Ls,\nonumber\\
z'&=\mathsf M^{-1}r', & \beta&=\frac{r'^Tz'}{r^Tz}, & s&\leftarrow z'+\beta s,
\end{align}
then rename $r',z'$ as $r,z$. The step $\alpha$ minimizes the power along $s$: the minimum is at $s^Tr/s^T\mathsf Ls$, and $s^Tr=z^Tr$ because $r$ is orthogonal to the previous direction. The new residual is orthogonal to $s$ by this minimization, and to the previous direction because successive directions satisfy $s^T\mathsf Ls_{\rm old}=0$. Hence $r'^Tz=0$. Demanding that the new direction obey the same condition gives $\beta=-z'^T\mathsf Ls/s^T\mathsf Ls$. Inserting $\mathsf Ls=(r-r')/\alpha$ and $z'^Tr=r'^Tz=0$ yields the stated $\beta$. Division by $\mathsf M$ compensates for sites whose bonds are all slow.

\subsection{Algebraic error and bounds}

Suppose the computed potential is $u+v$. By (\ref{orth}), the cross term in the power vanishes, and
\begin{equation}
D_{\rm trial}-D=\frac1N\sum_bw_b(v_j-v_i)^2=\frac1Nv^T\mathsf Lv\ge0.
\label{quad}
\end{equation}
The power formula thus errs upward and to second order. For a general trial potential, the current formula $N^{-1}\sum_bw_bg_b\Delta_b$ has the first-order error $-b^Tv/N$.

The residual is $r=b-\mathsf L(u+v)=-\mathsf Lv$, so the error in (\ref{quad}) is at most $|r|^2/(N\lambda_2)$, where $\lambda_2$ is the smallest nonzero eigenvalue of $\mathsf L$. Replacing every rate by the smallest one lowers the quadratic form. For a cube of $n^3$ sites this gives $\lambda_2\ge4w_{\min}\sin^2(\pi/n)$. With $n=20$ and $w_{\min}=0.00152\,w_0$, we find $\lambda_2\ge1.48\times10^{-4}w_0$. Since $|b_i|\le w_0d$, stopping at $|r|\le10^{-9}|b|$ bounds the error of $D$ by $7\times10^{-15}w_0d^2$, apart from rounding. Sampling error will be far larger.

Two bounds need no linear solution. The choice $u=0$ gives $D\le d^2\langle w\rangle_x$, the average being over the $N$ bonds along $x$. For the other bound, the periodic differences cancel in $\sum_xg_b=Nd$, and the Cauchy--Schwarz inequality gives
\begin{equation}
(Nd)^2\le\sum_xw_bg_b^2\sum_x\frac1{w_b}\le ND\,N\langle1/w\rangle_x .
\end{equation}
Therefore
\begin{equation}
\frac1{\langle1/w\rangle_x}\le\frac D{d^2}\le\langle w\rangle_x.
\end{equation}
The upper bound is attained when all rates are equal. The lower bound is attained when the rates along $x$ depend on the layer alone, so that the layers act as resistances in series.

\subsection{Worked example}

Take the round values $a=0.51$ nm, $\nu=5\times10^{12}\,\mathrm{s^{-1}}$, $T=1073$ K and $x=0.15$, with the barriers given at the start. Then $kT=0.09246$ eV and
\begin{equation}
w_0=5\times10^{12}e^{-0.6/0.09246}=7.60\times10^9\ \mathrm{s^{-1}}.
\end{equation}
The three relative rates are 1, 0.0390 and 0.00152.

Eight random cells of 8000 sites, each solved along three axes, give $D/(w_0d^2)=0.5493\pm0.0007$. The uncertainty is the standard error over cells. The solver needs 119 iterations on average. Twenty-four cells of 1000 sites give $0.5477\pm0.0012$. The difference, 0.0016, is close to the combined standard error of 0.0014, so no size effect is resolved. The mean bounds are 0.0455 and 0.7324: they enclose the result but do not estimate it well.

With $d=2.55\times10^{-8}$ cm,
\begin{equation}
D=0.5493\,w_0d^2=2.7\times10^{-6}\ \mathrm{cm^2/s}.
\end{equation}
The mobility is $qD/kT=5.9\times10^{-5}\ \mathrm{cm^2/Vs}$. For trivalent dopants on a tetravalent host, two dopants require one vacancy. With two anion sites per cation, $\theta=x/4=0.0375$. Since a cubic cell has eight anion sites, $n_v=8\theta/a^3=2.26\times10^{21}\ \mathrm{cm^{-3}}$. Equation (\ref{main}) gives $\sigma=0.043$ S/cm, or 4.3 S/m.

\subsection{Why diffusion falls but its activation energy hardly rises}

Let $\beta_T=1/kT$. Differentiating $D$ in (\ref{main}) produces a term from $w_b$ and one from $u$. The latter is $2N^{-1}\sum_bw_bg_b\,\partial(u_j-u_i)/\partial\beta_T$, which vanishes by (\ref{orth}). Since $\partial w_b/\partial\beta_T=-E_bw_b$,
\begin{equation}
E_a=-\frac{\partial\ln D}{\partial\beta_T}=\frac{\sum_bE_bP_b}{\sum_bP_b},\qquad P_b=w_bg_b^2.
\end{equation}
At fixed vacancy content this is the activation energy of $\sigma T$. Edges with 0, 1 and 2 dopants dissipate 94.29\%, 5.64\% and 0.07\% of the power, so
\begin{equation}
E_a=0.9429(0.6)+0.0564(0.9)+0.0007(1.2)=0.617\ \mathrm{eV}.
\end{equation}
The slow edges lower $D$ by obstructing the current. Because the current can go around them, part of the loss is recovered and most of the power is still dissipated on edges with the host barrier. Without sideways hops, a vacancy would have to cross every slow edge in its row, and as the row grows to thousands of sites $D/(w_0d^2)$ would approach the lower bound, about 0.045.

Effective-medium theory estimates how much of the loss follows from the edge fractions alone. In a uniform cubic net of bond rate $w_m$, unit current injected at one site sends $1/6$ through each adjacent bond. Withdrawing it at a neighbour adds another $1/6$ in their common bond. The conductance between the two sites is therefore $3w_m$, of which $2w_m$ belongs to the net without that bond. Replace the bond by one of rate $w$. If the original drop was $v_m$, the missing current $(w_m-w)v_m$ produces an extra drop $v_m(w_m-w)/(w+2w_m)$. Requiring its average to vanish gives
\begin{equation}
\sum_cP_c\frac{w_c-w_m}{w_c+2w_m}=0,
\end{equation}
where $P_c$ is the fraction of edges in class $c$. This mean-field estimate yields 0.610. Network solutions with the same barriers shuffled among all bonds yield about 0.61. Restoring the fluorite arrangement lowers the value to 0.549, so correlation costs about 10\% of the shuffled value. The correlation arises because one dopant slows all twelve edges of the cube formed by its eight anion neighbours, and the orientation of these edges matters. For an isolated dopant, the eight edges across the field carry no current by mirror symmetry. The four edges along the field lie side by side, so the current cannot avoid one of them by stepping to its neighbour in the group. These four lower $D$ by 26\% more than four scattered slow edges along the field. Grouping alone is not the cause: four slow edges placed end to end along the field lower $D$ by 23\% less than scattered ones.

\subsection{Finite vacancy content}

Suppose that vacancies interact only by excluding double occupancy. For $K$ vacancies on $M$ sites, with occupations $n_i=0,1$, the linearized current is
\begin{equation}
w_b\left[\langle n_i(1-n_j)\rangle-\langle n_j(1-n_i)\rangle+f_bA\right]
=w_b\left[\langle n_i\rangle-\langle n_j\rangle+f_bA\right].
\end{equation}
The pair averages cancel. All placements are equally likely at equilibrium, so $A=K(M-K)/[M(M-1)]$. The equations are those of one vacancy with $1/M$ replaced by $A$; the current per vacancy is multiplied by $(M-K)/(M-1)$. This tends to $1-\theta$ in a large cell and lowers the example to 0.041 S/cm.

With temperature, barriers and lattice constant fixed, $\sigma$ varies as $x(1-x/4)D(x)$. Solutions for two 8000-site cells at each composition give:
\begin{center}
\begin{tabular}{ccc}
$x$ & $D/(w_0d^2)$ & $\sigma$ (S/cm)\\
0.05 & 0.83 & 0.021\\
0.10 & 0.68 & 0.034\\
0.15 & 0.55 & 0.041\\
0.20 & 0.43 & 0.043\\
0.25 & 0.34 & 0.041\\
0.40 & 0.14 & 0.025
\end{tabular}
\end{center}
In this model the conductivity has a broad maximum near $x=0.2$. Below it, added vacancies outweigh the loss of mobility; above it, they do not.

\subsection{Model error and the real material}

For a single vacancy, unequal site energies can be included by replacing $w_b/N$ with the equilibrium flux $c_b=p_i^0W_{i\to j}=p_j^0W_{j\to i}$, where $p_i^0$ are Boltzmann probabilities and $W$ the zero-field rates. Writing $p_i=p_i^0(1+\delta_i)$ gives $I_b=c_b(f_b+\delta_i-\delta_j)$, again Ohm's law. Let each dopant neighbour lower a site energy by 0.05 eV, and add $E_b$ to the mean of the two site energies to obtain the saddle energy. In three of the large cells, $D$ then falls to 0.79 of its previous value. An error of 0.05 eV in all barriers changes $D$ by a factor of 1.7. In a uniform net, nonlinearity is negligible by comparison: with $f=qFd/kT$ the relative correction is $f^2/24$, or $1.3\times10^{-8}$ at $10^3$ V/cm.

Vacancy repulsion cannot be dismissed in this way. The length $n_v^{-1/3}$, a rough measure of the spacing, is 0.76 nm. With a rough relative permittivity of 30, the unscreened Coulomb energy at that distance is 0.25 eV, or $2.7kT$. Since this energy varies as $x^{1/3}$, it falls to $kT$ near $x=0.15/2.73^3\approx0.007$. At the example's doping, independent motion is therefore an idealization, and the network alone cannot supply the correction.

The temperature, lattice constant and doping are roughly those of yttria-doped zirconia in a high-temperature fuel cell, whose conductivity is of order $10^{-2}$ S/cm near 1073 K. The model's 0.041 S/cm, with site blocking included, has the right size, but its activation energy of 0.62 eV is well below the rough 1 eV of the real oxide. Agreement at one temperature therefore does not validate the barriers. Real vacancies repel one another and bind to particular cation surroundings, contrary to the assumptions. The trial attraction to first-neighbour dopants lowers the single-vacancy $D$ by 21\%, but the direction depends on its sign: a penalty of 0.05 eV per dopant neighbour raises $D$ by about 12\%, and in yttria-doped zirconia the vacancy is generally reported to prefer zirconium as first neighbour. The shift due to repulsion has not been calculated. Grain boundaries and electronic conduction are also left out.
